\section*{Fixing the Constant in Mack's Development-Rate Law from Its Inflection Point}

\section{Result and conditions}

Let $m$ be the inhibitor concentration remaining in the resist after exposure and baking, divided by its initial value, and let $x=1-m$ be the converted fraction. Mack's law for the development rate is
\begin{equation}
r(m)=r_{\max}\,\frac{(a+1)(1-m)^n}{a+(1-m)^n}+r_{\min},
\label{eq:law}
\end{equation}
with $r_{\max}>0$, $r_{\min}\ge 0$, $n>0$ and $a>0$. For $n>1$ the curve $r(m)$ has one inflection on $m<1$, and it lies at $m=m_{\rm th}$ if and only if
\begin{equation}
\boxed{\,a=\frac{n+1}{n-1}\,(1-m_{\rm th})^n\,}
\label{eq:a}
\end{equation}

Three conditions belong to this statement.
\begin{itemize}
\item The order must satisfy $n>1$. For $n\le 1$ there is no inflection.
\item The inflection is in the physical interval $0<m<1$ if and only if $a<(n+1)/(n-1)$. For larger $a$, equation \eqref{eq:a} still holds, but $m_{\rm th}$ is negative and is a parameter of the continued curve, not a concentration that can occur.
\item The inflection is that of $r$ on a linear axis. The curve of $\ln r$ behaves differently, as shown in Section \ref{sec:log}.
\end{itemize}
In the convention of \eqref{eq:law} the full rate at $m=0$ is $r_{\max}+r_{\min}$. If $r_{\max}$ is instead to denote the full rate there, the prefactor becomes $r_{\max}-r_{\min}$. Equation \eqref{eq:a} is unaffected, because neither a constant factor nor an added constant moves an inflection.

\section{Where the law comes from}

The model treats dissolution as two processes in series. Developer of bulk concentration $D$ is transported to the resist surface, where its concentration is $D_S$. There it reacts with the product of the exposure chemistry, of concentration $P$. Transport is taken as linear in the concentration difference, and the reaction as first order in developer and of order $n$ in product. Expressed as dissolution rates, the two are
\begin{equation}
r_D=k_D(D-D_S),\qquad r_R=k_R D_S P^n .
\end{equation}
In the steady state no developer accumulates at the surface, so $r_D=r_R$. Collecting the terms in $D_S$ gives
\begin{equation}
k_D D=D_S\,(k_D+k_RP^n)
\quad\Longrightarrow\quad
\frac{D_S}{D}=\frac{k_D}{k_D+k_RP^n}.
\label{eq:DS}
\end{equation}
Inserting this in $r_R$ yields the common rate
\begin{equation}
r=\frac{k_Dk_R D\,P^n}{k_D+k_RP^n}.
\end{equation}
Each converted inhibitor molecule is assumed to give one product molecule. With initial inhibitor concentration $M_0$ this means $P=M_0x$. Dividing numerator and denominator by $k_RM_0^n$ leads to
\begin{equation}
r=k_DD\,\frac{x^n}{a+x^n},\qquad a=\frac{k_D}{k_RM_0^n}.
\label{eq:kin}
\end{equation}
At full conversion, $x=1$, the rate is $k_DD/(a+1)$. Calling this value $r_{\max}$ gives $k_DD=r_{\max}(a+1)$, which is the prefactor in \eqref{eq:law}. The background $r_{\min}$, the rate of unconverted resist, is added as a separate constant; it does not follow from the two-process balance.

The constant $a$ is thus the ratio of two limiting rates at full conversion: the transport limit $k_DD$ and the reaction limit $k_RM_0^nD$. Small $a$ means that transport limits the rate of fully converted resist, and large $a$ means that the reaction does.

\section{Locating the inflection}

Write $C=r_{\max}(a+1)$ and let $g$ be the rate above background,
\begin{equation}
g(x)=r-r_{\min}=\frac{C\,x^n}{a+x^n}.
\end{equation}
The quotient rule gives
\begin{align}
\frac{dg}{dx}
&=C\,\frac{n x^{n-1}(a+x^n)-x^n\,n x^{n-1}}{(a+x^n)^2}\nonumber\\
&=\frac{C\,n a\,x^{n-1}}{(a+x^n)^2},
\label{eq:first}
\end{align}
since the terms in $x^{2n-1}$ cancel. Because $dx/dm=-1$, the slope against $m$ is $dr/dm=-dg/dx$, which is negative: more remaining inhibitor means slower development. In the second derivative the sign enters twice, so $d^2r/dm^2=d^2g/dx^2$.

Differentiating \eqref{eq:first} and cancelling one factor $a+x^n$,
\begin{align}
\frac{d^2g}{dx^2}
&=Cna\,\frac{(n-1)x^{n-2}(a+x^n)-2n\,x^{n-1}x^{n-1}}{(a+x^n)^3}\nonumber\\
&=Cna\,x^{n-2}\,\frac{(n-1)(a+x^n)-2n\,x^n}{(a+x^n)^3}\nonumber\\
&=Cna\,x^{n-2}\,\frac{(n-1)a-(n+1)x^n}{(a+x^n)^3}.
\label{eq:second}
\end{align}
For $x>0$ every factor except the last numerator is positive, so that numerator alone fixes the sign of the curvature.

For $n>1$ it starts at the positive value $(n-1)a$ for $x\to0$ and decreases strictly without bound. It therefore vanishes once, at
\begin{equation}
x_{\rm th}^n=\frac{n-1}{n+1}\,a ,\qquad x_{\rm th}=1-m_{\rm th}.
\label{eq:xth}
\end{equation}
Solving for $a$ gives \eqref{eq:a}. Solving for the position gives the inverse relation
\begin{equation}
m_{\rm th}=1-\left[\frac{n-1}{n+1}\,a\right]^{1/n}.
\label{eq:inverse}
\end{equation}
Here $m_{\rm th}>0$ requires the bracket to be less than one, which is the condition $a<(n+1)/(n-1)$ stated above. The curvature passes from positive to negative as $x$ grows through $x_{\rm th}$, so $dg/dx$ has its maximum there. The threshold is the point of steepest change of the rate with inhibitor concentration.

For $n\le1$ the numerator $(n-1)a-(n+1)x^n$ is negative for all $x>0$. The curve then bends one way throughout, and no choice of $a$ produces an inflection.

These statements were tested by solving the flux balance numerically for $D_S$ and differentiating the resulting rate by finite differences. For five pairs $(n,a)$ the inflection found in this way, put into \eqref{eq:a}, returned the original $a$ within a relative tolerance of $10^{-5}$. One pair, $n=3$ and $a=4$, exceeds the limit $(n+1)/(n-1)=2$; its inflection lies at $m=-0.260$, and the curvature is positive at all points sampled in $0<m<1$.

\section{What happens at the threshold}

\subsection{Rate and slope}

From \eqref{eq:xth},
\begin{equation}
a+x_{\rm th}^n=a\left(1+\frac{n-1}{n+1}\right)=\frac{2n}{n+1}\,a .
\label{eq:sum}
\end{equation}
The rate above background at threshold is therefore
\begin{equation}
g_{\rm th}=C\,\frac{(n-1)a/(n+1)}{2na/(n+1)}
=r_{\max}(a+1)\,\frac{n-1}{2n}.
\label{eq:gth}
\end{equation}
For the slope, write $x_{\rm th}^{n-1}=x_{\rm th}^n/x_{\rm th}$ in \eqref{eq:first}:
\begin{align}
\left.\frac{dr}{dm}\right|_{\rm th}
&=-C\,na\,\frac{(n-1)a}{(n+1)x_{\rm th}}\,
\frac{(n+1)^2}{4n^2a^2}\nonumber\\
&=-r_{\max}(a+1)\,\frac{n^2-1}{4n\,(1-m_{\rm th})}.
\label{eq:slope}
\end{align}

\subsection{Physical meaning}

Equations \eqref{eq:DS} and \eqref{eq:kin} give $D_S/D=a/(a+x^n)$. With \eqref{eq:sum}, its value at threshold is
\begin{equation}
\left.\frac{D_S}{D}\right|_{\rm th}=\frac{n+1}{2n}.
\label{eq:depletion}
\end{equation}
The surface is partly depleted of developer, to a degree set by $n$ alone. The effect on the rate is seen in the local order
\begin{equation}
p=\frac{d\ln g}{d\ln x}=n-\frac{n x^n}{a+x^n}=\frac{na}{a+x^n}=n\,\frac{D_S}{D}.
\label{eq:order}
\end{equation}
It falls from $n$ at low conversion, where the reaction limits the rate, towards zero where transport does. At threshold it equals $(n+1)/2$.

This value can be derived without using \eqref{eq:second}. Since $dg/dx=pg/x$, a second differentiation gives
\begin{equation}
\frac{d^2g}{dx^2}=\frac{g}{x^2}\left(p^2-p+x\frac{dp}{dx}\right).
\end{equation}
From \eqref{eq:order}, $x\,dp/dx=-n^2a x^n/(a+x^n)^2=-p(n-p)$, so
\begin{equation}
\frac{d^2g}{dx^2}=\frac{g\,p}{x^2}\,(2p-n-1).
\end{equation}
The curvature vanishes at $p=(n+1)/2$. Within this model, the inflection marks the conversion at which transport has reduced the local order from $n$ to the mean of $n$ and 1.

\section{Limiting cases}

\paragraph{Large $n$.} Keep $0<m_{\rm th}<1$ fixed. Dividing $x^n$ by \eqref{eq:a} defines
\begin{equation}
q=\frac{x^n}{a}=\frac{n-1}{n+1}\left(\frac{x}{x_{\rm th}}\right)^n,
\qquad
r=r_{\max}(a+1)\frac{q}{1+q}+r_{\min}.
\label{eq:q}
\end{equation}
As $n\to\infty$, $a\to0$ because $x_{\rm th}<1$. For $x>x_{\rm th}$, $q\to\infty$ and the rate tends to $r_{\max}+r_{\min}$. For $x<x_{\rm th}$, $q\to0$ and it tends to $r_{\min}$. At the threshold itself $q\to1$, and the rate tends to $r_{\max}/2+r_{\min}$. The law becomes a step, which justifies the name threshold. By \eqref{eq:slope}, the slope grows in magnitude as $n r_{\max}/(4x_{\rm th})$.

\paragraph{$n\to1$ from above.} At fixed $m_{\rm th}<1$, equation \eqref{eq:a} makes $a$ diverge as $2x_{\rm th}/(n-1)$. Then $(a+1)/(a+x^n)\to1$, and the rate tends to $r_{\max}x+r_{\min}$. This is a straight line, on which the threshold has lost its meaning.

\paragraph{Large $a$.} For any $n$, the identity
\begin{equation}
\frac{a+1}{a+x^n}=1+\frac{1-x^n}{a+x^n}
\end{equation}
shows that $g$ differs from the pure power law $r_{\max}x^n$ by a fraction of that power law no larger than $1/a$ on $0\le x\le1$. A strongly negative $m_{\rm th}$ puts the model in this reaction-limited regime, where the rate hardly depends on the value of $m_{\rm th}$.

\section{The logarithmic plot}
\label{sec:log}

A logarithmic axis is useful when the development rate spans several decades. The steepest point of such a plot, where one exists, does not coincide with the threshold. The offset is large for moderate $n$ and small $r_{\min}/r_{\max}$, and smaller for large $n$ or a large background: for $m_{\rm th}=0.5$ and $r_{\min}/r_{\max}=10^{-3}$ it is $0.32$ at $n=5$ and $0.04$ at $n=50$.

Take first $r_{\min}=0$. By \eqref{eq:order},
\begin{equation}
\left|\frac{d\ln r}{dm}\right|=\frac{p}{x}=\frac{na}{x(a+x^n)} .
\end{equation}
The denominator increases with $x$, so the logarithmic slope grows steadily as $m$ rises towards 1. It has no maximum, and $\ln r$ has no inflection.

Now let $r_{\min}>0$, $n>1$ and $0<m_{\rm th}<1$. With primes for derivatives in $x$, the slope $L=r'/r$ obeys
\begin{equation}
L'=\frac{r''}{r}-L^2 .
\end{equation}
For $x\ge x_{\rm th}$ we have $r''\le0$ and $L>0$, hence $L'<0$. For $x\to0$, $r'\to0$ while $r\to r_{\min}$, hence $L\to0$. The largest $L$ therefore occurs at $0<x<x_{\rm th}$, that is, at $m>m_{\rm th}$.

Its position can be estimated where $x^n\ll a$. There $r\simeq Kx^n+r_{\min}$, with $K=r_{\max}(a+1)/a$, the reaction limit at full conversion. Then
\begin{equation}
L\simeq\frac{nKx^{n-1}}{Kx^n+r_{\min}} ,
\end{equation}
and setting the derivative of $\ln L$ to zero gives
\begin{equation}
\frac{n-1}{x}=\frac{nKx^{n-1}}{Kx^n+r_{\min}}
\quad\Longrightarrow\quad
Kx^n=(n-1)\,r_{\min}.
\label{eq:logpeak}
\end{equation}
At this point $x^n/a=(n-1)\,r_{\min}/[r_{\max}(a+1)]$, which measures the neglected transport limitation. Without the approximation, $L'=0$ reads $g\,(n+1-p)=(2p-n-1)\,r_{\min}$. To first order in $x^n/a$, this puts $g$ below $(n-1)\,r_{\min}$ by the fraction $n(n+1)\,r_{\min}/[r_{\max}(a+1)]$, so the estimate holds when $n(n+1)\,r_{\min}\ll r_{\max}(a+1)$. The steepest logarithmic slope then occurs where the total rate is about $n\,r_{\min}$, and its size is about $(n-1)/x$. It marks the emergence of the reaction from the background, not the onset of transport limitation.

\section{Worked example}

Take the round model parameters $n=5$, $m_{\rm th}=0.5$, $r_{\max}=100$ nm/s and $r_{\min}=0.1$ nm/s. Equation \eqref{eq:a} gives
\begin{equation}
a=\frac{6}{4}\,(0.5)^5=1.5\times0.03125=0.046875 .
\end{equation}
This is well below the limit 1.5, so the inflection is physical. The transport limit is $k_DD=100\times1.046875=104.69$ nm/s, and the reaction limit at full conversion is $104.6875/0.046875=2233.3$ nm/s. Within the two-process model, fully converted resist is thus controlled mainly by transport. This reading belongs to the model: a small $a$ fitted to a real resist describes the saturation of the measured rate and does not by itself show that developer transport is its cause. The inflection of the numerically solved flux balance lies at $m=0.500000$.

The threshold values follow from \eqref{eq:gth} and \eqref{eq:slope}:
\begin{align}
g_{\rm th}&=104.6875\times\frac{4}{10}=41.875\ \text{nm/s},\\
\left.\frac{dr}{dm}\right|_{\rm th}&=-104.6875\times\frac{24}{20\times0.5}=-251.25\ \text{nm/s}.
\end{align}
The full rate at threshold is $41.975$ nm/s, which is less than half the rate at $m=0$, $100.1$ nm/s. The half-maximum point therefore does not coincide with $m_{\rm th}$ for these parameters. The surface developer concentration is $6/10=0.60$ of the bulk value, and the local order has dropped from 5 to 3. Between $m=0.40$ and $m=0.60$ the rate falls from $65.4$ to $18.9$ nm/s, a mean slope of $-233$ nm/s, less steep than the slope at the threshold, as it must be.

On the logarithmic plot, \eqref{eq:logpeak} predicts the steepest point at
\begin{equation}
x\simeq\left(\frac{4\times0.1}{2233.3}\right)^{1/5}=0.178,
\end{equation}
or $m\simeq0.822$, with a rate near $0.5$ nm/s and a slope near $4/0.178=22.5$. The numerical maximum is at $m=0.823$, with a rate of $0.489$ nm/s and $|d\ln r/dm|=22.4$. At $m_{\rm th}$ the logarithmic slope is $5.99$. Reading the threshold from the logarithmic plot would here give $0.82$ in place of $0.5$.

The effect of $n$ at $m_{\rm th}=0.5$, with $r_{\max}=100$ nm/s and $r_{\min}=0$, is as follows.
\begin{center}
\begin{tabular}{rccc}
$n$ & $a$ & $r(m_{\rm th})$ (nm/s) & $dr/dm$ (nm/s)\\
2 & $0.75$ & 43.75 & $-131.3$\\
5 & $4.69\times10^{-2}$ & 41.88 & $-251.3$\\
10 & $1.19\times10^{-3}$ & 45.05 & $-495.6$\\
20 & $1.05\times10^{-6}$ & 47.50 & $-997.5$
\end{tabular}
\end{center}
The slope steepens with $n$, but the threshold rate first falls and then rises. Inserting \eqref{eq:a} in \eqref{eq:gth} shows why:
\begin{equation}
\frac{g_{\rm th}}{r_{\max}}=\frac{n-1}{2n}+\frac{n+1}{2n}\,x_{\rm th}^n .
\end{equation}
The first term rises towards $1/2$, while the second dies out. From $n=2$ to $n=5$ the loss in the second term, from $0.1875$ to $0.01875$, outweighs the gain in the first, from $0.25$ to $0.40$. The minimum lies between these two entries, near $n=3.7$; beyond it the gain in the first term outweighs the loss in the second.

\section{Notes for implementation}

\paragraph{Evaluation.} For large $n$, both $a$ and $x^n$ can become too small for floating-point arithmetic. When $0<m_{\rm th}<1$, the form \eqref{eq:q} avoids their quotient by using the ratio $x/x_{\rm th}$. For $x>x_{\rm th}$, where $q$ itself may overflow, replace $q/(1+q)$ by $1/(1+1/q)$ and compute $1/q$ directly as $\frac{n+1}{n-1}(x_{\rm th}/x)^n$, without forming $q$ first. For non-integer $n$, rounding errors that push $m$ slightly above 1 must be clipped, since $x^n$ is then not real.

\paragraph{Choice of parameters.} Raising $n$ at fixed $m_{\rm th}$ between 0 and 1 steepens the curve at the inflection without moving the inflection along the $m$ axis. Changing $n$ at fixed $a$ in general also moves the inflection, according to \eqref{eq:inverse}. A fit in $(n,m_{\rm th})$ must keep $n>1$ and $m_{\rm th}<1$. Negative $m_{\rm th}$ is admissible. Data that call for $n\le1$ have to be fitted in $(n,a)$.

\paragraph{Sensitivity.} At fixed $n$, $r_{\max}$ and $m$, differentiate $\ln g=\ln r_{\max}+\ln(a+1)+n\ln x-\ln(a+x^n)$ with respect to $a$, and use $da/dm_{\rm th}=-na/(1-m_{\rm th})$:
\begin{align}
\frac{\partial\ln g}{\partial m_{\rm th}}
&=-\frac{na}{1-m_{\rm th}}\left(\frac{1}{a+1}-\frac{1}{a+x^n}\right)\nonumber\\
&=\frac{na\,(1-x^n)}{(1-m_{\rm th})(a+1)(a+x^n)} .
\end{align}
The effect vanishes at full conversion and is largest as $x\to0$, where it tends to $n/[(1-m_{\rm th})(a+1)]$. In the example this is $5/(0.5\times1.046875)=9.6$. An error of $0.01$ in $m_{\rm th}$ then changes the rate above background by about 10\% of its value at low conversion.

\section*{Computed values}
\begin{verbatim}
Inflection from flux balance (dimensionless)
 n= 1.5 a=0.5000: m_th=0.78456, a from m_th=0.500000
 n= 2.0 a=0.3000: m_th=0.68377, a from m_th=0.300000
 n= 5.0 a=0.0500: m_th=0.49350, a from m_th=0.050000
 n=12.0 a=0.0010: m_th=0.44543, a from m_th=0.001000
 n= 3.0 a=4.0000: m_th=-0.25992, a from m_th=4.000000
 n=0.7 a=0.5: curvature sign on 0<m<1 is -1 throughout
 n=1.0 a=0.5: curvature sign on 0<m<1 is -1 throughout
 n=3.0 a=4.0: curvature sign on 0<m<1 is +1 throughout
Worked example
 n = 5, m_th = 0.5, r_max = 100.0 nm/s, r_min = 0.1 nm/s
 (n+1)/(n-1) = 1.5000, (1-m_th)^n = 0.031250
 Mack constant a = 0.046875
 upper limit of a for m_th > 0: 1.5000
 transport limit k_D D = 104.6875 nm/s
 reaction limit k_R M0^n D = 2233.33 nm/s
 inflection found numerically: m = 0.500000
 rate at m=0.00: 100.1000 nm/s
 rate at m=0.25: 87.5195 nm/s
 rate at m=0.40: 65.4147 nm/s
 rate at m=0.50: 41.9750 nm/s
 rate at m=0.60: 18.8691 nm/s
 rate at m=0.75: 2.2365 nm/s
 rate at m=1.00: 0.1000 nm/s
At threshold
 r - r_min = 41.8750 nm/s
 dr/dm = -251.250 nm/s (numerical -251.250 nm/s)
 surface/bulk developer ratio = 0.6000
 local reaction order = 3.0000
Logarithmic plot
 steepest ln r at m = 0.8228, |d ln r/dm| = 22.360
 rate there = 0.4890 nm/s
 |d ln r/dm| at m_th = 5.986
Effect of n at m_th = 0.5, r_max = 100 nm/s, r_min = 0
 n= 2: a=7.5000e-01, r(m_th)=43.750 nm/s, dr/dm=-131.25 nm/s
 n= 5: a=4.6875e-02, r(m_th)=41.875 nm/s, dr/dm=-251.25 nm/s
 n=10: a=1.1936e-03, r(m_th)=45.054 nm/s, dr/dm=-495.59 nm/s
 n=20: a=1.0541e-06, r(m_th)=47.500 nm/s, dr/dm=-997.50 nm/s
 n=400: r(0.45)=100.000, r(0.50)=49.875, r(0.55)=0.000 nm/s
\end{verbatim}
